Absolute deformation potentials need the potential lineup between differently strained regions

Take a crystal whose conduction edge, in a bulk calculation, moves by −6.43 eV per unit strain relative to the average potential. Join a piece compressed by 1% to a piece expanded by 1%. Read as an absolute shift, the bulk number puts the conduction edge 0.129 eV lower on the expanded side, so electrons should collect there. In the model crystal worked out below, the edge on the expanded side is in fact 0.004 eV higher. Size and sign are both wrong, because the average potential itself differs between the two pieces and the bulk calculation cannot see that difference.

The correct statement is

a_n = de_n/dε + D,  e_n = E_n − V̄,  D = dV̄/dε.  (1)

Here E_n is the edge of band n, V̄ is the average of the electrostatic potential energy of an electron over one cell, and ε is the strain, positive for expansion. The first term is a bulk property. The second, the lineup, compares differently strained regions of one solid. Equation (1) is derived below in two ways: from a junction between two strained regions, and from the charge set in motion when one atomic plane is displaced.

Conventions and the bulk term

Equations are in Hartree atomic units. The charge density ρ is counted in units of the elementary charge and is positive for ions. An electron has potential energy V = −φ, so Poisson's equation φ″ = −4πρ becomes

V″ = 4πρ.  (2)

All quantities are averaged over the planes perpendicular to z, and the strain is along z. This choice is forced by the geometry. Two regions that meet coherently at a plane share their in-plane lattice, so their strains can differ by a stretch along the normal (or by a shear involving it, left out here), but not by a purely hydrostatic strain. In a three-dimensional crystal a_n may therefore depend on the direction of the normal.

For a wave of wave number q, equation (2) gives V_q = −4πρ_q/q². At q = 0 a neutral crystal has ρ_0 = 0, and the expression is 0/0. An infinite periodic crystal thus leaves the constant in V open, and a bulk calculation must choose it, for instance by setting V̄ = 0. If the constant is changed by c(ε), every E_n moves by c(ε), while e_n and the gaps stay as they were. Calculations on uniformly strained infinite crystals therefore fix de_n/dε but not D.

That term has a simple form in a mean-field model with a local potential. Use the scaled coordinate s = z/(1+ε), in which the strained cell keeps its length. Since d/dz = (1+ε)⁻¹ d/ds, the Hamiltonian is

H(ε) = −½(1+ε)⁻² d²/ds² + V(s; ε),  with V̄ = 0.

For a non-degenerate edge at a fixed fraction of the Brillouin zone, the boundary condition in s does not depend on ε. The Hellmann–Feynman theorem then says that the energy changes by the expectation value of dH/dε. At ε = 0 the factor (1+ε)⁻² has derivative −2, so

de_n/dε = −2⟨T_z⟩ + ⟨∂V/∂ε|_s⟩,  (3)

where T_z is the kinetic energy along z. The first part is negative: a wave function stretched without change of shape has a lower kinetic energy.

First derivation: a junction

Let region 1 have strain ε₁ and region 2, to its right, strain ε₂. Assume that the solid is insulating, that no macroscopic field remains inside either region, and that both are thick compared with the distance over which the interface disturbs the electrons. The middle of each region, its plateau, then has the density of the bulk crystal at that strain. By equation (2), two potentials with the same charge density differ by a linear function, and without a field the linear part is absent. In each plateau, therefore,

V(z) = V_bulk(z; ε_i) + C_i.

Define the local band edge as the edge of the infinite crystal obtained by repeating one plateau cell. Adding a constant to V moves the edge and the average equally, so E_n(i) = e_n(ε_i) + V̄_i. Subtraction gives

E_n(2) − E_n(1) = e_n(ε₂) − e_n(ε₁) + V̄₂ − V̄₁.  (4)

Dividing by ε₂ − ε₁ and letting both strains go to zero gives equation (1).

It remains to find what fixes V̄₂ − V̄₁. Average V over a window of width a₁, the period of region 1, and average the result over a window of width a₂. The first average removes the lattice oscillations in plateau 1, the second those in plateau 2, and neither changes a constant. The resulting V_M(z) equals V̄₁ in one plateau and V̄₂ in the other. Averaging commutes with differentiation, so V_M″ = 4πρ_M, with ρ_M the charge averaged in the same way.

Multiply by z and integrate from a point z₁ in plateau 1 to a point z₂ in plateau 2. Integration by parts gives

4π∫ z ρ_M dz = [z V_M′] − ∫ V_M′ dz.

The bracket vanishes because V_M is flat at both ends, and the last integral is V̄₂ − V̄₁. Hence

V̄₂ − V̄₁ = −4π ∫ z ρ_M dz.  (5)

The lineup is the dipole of the averaged interface charge. Integrating V_M″ without the factor z gives ∫ρ_M dz = 0, so the dipole does not depend on the origin of z. The minus sign has a direct reading: positive charge on the right and negative charge on the left make the right side attractive to electrons and lower V there.

Second derivation: one displaced plane

Now consider an insulating crystal with one atomic plane per period a and a centre of inversion on each plane. Displace a single plane by a small u and let the electrons readjust. The charge density changes by u f(z), where f includes both the moved ions and the response of the electrons. Let f decay fast enough for its moments f_m = ∫ z^m f(z) dz to exist.

Three moments vanish. Charge is conserved, so f₀ = 0. Inversion through the plane turns the displacement u into −u, so f is odd and f₂ = 0. For f₁, take a neutral slab of N planes and shift all of it by u. Its dipole changes by u times its total charge, which is zero. To first order the same change is the sum over planes, N u f₁ plus a surface contribution that does not grow with N. This can vanish for all large N only if f₁ = 0. The first surviving moment is the octupole-type moment f₃.

Let the plane at la move by u_l = U exp(iqla). To first order

δρ(z) = Σ_l U exp(iqla) f(z − la).

The component of δρ at wave number q is the cell average of exp(−iqz)δρ(z). In each term write exp(−iqz)exp(iqla) = exp[−iq(z − la)]. The integrals over one cell, summed over l, join into one integral over all z:

ρ_q = (U/a) ∫ f(z) exp(−iqz) dz.

Expand the exponential. The term of third order is (−iq)³f₃/6 = iq³f₃/6, and all lower ones vanish, so

ρ_q = iq³ f₃ U/(6a) at leading order.

The strain is ε = du/dz, with amplitude ε_q = iqU. One factor iq goes into the strain, leaving ρ_q = q² f₃ ε_q/(6a). Poisson's equation, −q²V_q = 4πρ_q, then gives

V_q = D ε_q,  D = −2πf₃/(3a).  (6)

The q² from the charge cancels the 1/q² of the Coulomb interaction. A long strain wave induces very little charge, but over a long wavelength that charge builds up a finite potential. The next term of the expansion, (−iq)⁵f₅/120, multiplies D by 1 − q²f₅/(20f₃), which tends to 1 for long waves.

Equation (6) concerns the long-wave part of V, whereas equation (1) uses the cell average in a uniformly strained crystal. They must be shown to agree. Let v(z) be the potential change per unit displacement of one plane. Because f₀ = f₁ = 0, it vanishes far from the plane. For u_l = εla the first-order change is V₁(z) = ε Σ_l la v(z − la). Moving z by one period and renumbering the planes gives

V₁(z+a) − V₁(z) = εa Σ_l v(z − la) = −εa V₀′(z),

where V₀ is the unstrained potential. The last step holds because moving all planes by u shifts V₀ rigidly and changes it by −uV₀′. It follows that

V₁(z) = −εz V₀′(z) + εp(z),

with p periodic. The first term is the stretching of V₀ into V₀(z/(1+ε)), which leaves the cell average unchanged. The average therefore changes by ε p̄. The long-wave part is the same: V₀′ contains only reciprocal-lattice wave numbers other than zero, and the factor z does not move them to zero. Thus D in equation (6) is dV̄/dε.

Where the strain varies slowly, each neighbourhood is a bulk crystal at the local strain with its average potential raised by Dε(z). Its edge is

E_n(z) = E_n(0) + (de_n/dε + D) ε(z),

where E_n(0) is the unstrained edge. This is equation (1) again.

In a limiting case the sign of D is easily found. Suppose each plane carries a rigid neutral charge ρ_at(z) along with it. Then f = −ρ_at′, and integration by parts gives f₃ = 3Q with Q = ∫ z²ρ_at dz, so D = −2πQ/a. The direct route agrees. The potential v_at of one plane obeys v_at″ = 4πρ_at, and two integrations by parts give ∫v_at dz = ½∫z²v_at″ dz = 2πQ. Hence V̄ = 2πQ/a, and replacing a by a(1+ε) gives dV̄/dε = −2πQ/a at ε = 0. When electrons spread farther than the ion charge, Q is negative and D positive: expansion dilutes the attractive wells and raises the average. In a real solid the electrons deform as well, and f₃ contains that response.

A worked model

The example is a model crystal and represents no particular material. Its period is 6 bohr. Electrons move along parallel chains, one per 20 bohr² of cross-section, and their charge is averaged laterally. Each ion plane carries charge 2 per chain, smeared into a Gaussian of width 0.8 bohr. Two electrons per cell fill the lowest band. The electrons feel the ions and their own average charge (Hartree mean field); exchange, correlation, lateral motion and ionic relaxation are left out. The equations were solved self-consistently on a Fourier grid. The unstrained gap is 3.76 eV, with both edges at the zone boundary.

Bulk cells at strains −0.01 and +0.01, each with V̄ = 0, give by central difference

de_v/dε = −9.306 eV,  de_c/dε = −6.431 eV

for the valence and conduction edges. Equation (3) shows their make-up. The kinetic and potential parts are −7.729 and −1.575 eV for the valence edge, −7.656 and +1.227 eV for the conduction edge. The kinetic parts are nearly equal; the potential parts differ in sign and supply most of the change of the gap.

The junction has 16 cells at strain −0.01 and 16 at +0.01, repeated periodically, with the mean potential of the whole structure set to zero. The averages over a central cell are −0.0670 eV on the compressed side and 0.0656 eV on the expanded side, so

D = (0.0656 + 0.0670)/0.02 = 6.63 eV.

The interface dipole of equation (5) gives 6.631 eV. For equation (6), one plane of an unstrained 32-cell crystal was moved by 0.02 bohr, and the odd part of the charge change was taken. Its third moment, f₃ = −0.698, gives

D = 2π × 0.698/(3 × 6) = 0.2436 hartree = 6.63 eV.

(The charge was smoothed with a Gaussian of width s = 1 bohr before the moment was taken, because z³ magnifies small oscillations left by the finite grid. Smoothing adds 3s²f₁, which was subtracted.)

The absolute deformation potentials are

a_v = −9.306 + 6.631 = −2.675 eV,
a_c = −6.431 + 6.631 = 0.200 eV.

The edges can also be located without any average potential. The Schrödinger equation is integrated across one central cell of the junction, which yields the matrix that carries ψ and ψ′ from one side to the other. Its trace is 2cos(ka) for a Bloch wave, so an edge at the zone boundary lies where the trace is −2. The valence edge is found at 1.7586 eV on the compressed side and 1.7051 eV on the expanded side; the conduction edge at 5.4925 and 5.4965 eV. Division by 0.02 gives −2.675 and 0.20 eV.

The compressed region thus has the higher valence edge and the lower conduction edge, and both carriers have their lowest energy there. The bulk terms alone would have put holes on the compressed side and electrons on the expanded side. The gap does not reveal the error: a_c − a_v = 2.875 eV with or without D, because the lineup moves both edges equally.

The small a_c is what remains of two terms above 6 eV, so a 3% error in either would change it by about its own size. It also binds electrons weakly. In a second junction, with strains −0.04 and +0.04, the highest occupied state has 3.6% of its weight on the expanded side, but the lowest empty state has 45%. Linear extrapolation gives a conduction step of 0.08 × 0.200 = 0.016 eV. The same extrapolation gives a valence step of 0.08 × 2.675 = 0.214 eV, more than ten times as large.

What each derivation assumes

Both derivations, as given here, assume an insulator without macroscopic fields and regions thick enough to have a bulk-like interior. They differ in the rest.

The junction argument sets no limit on the strain. Equation (4) holds for finite ε₁ and ε₂, and for cells with several atoms, as long as the plateaus are bulk-like and field-free. In the model the lineup per unit strain is 6.65 eV at strains of ±0.04 against 6.63 eV at ±0.01, so the lineup between equal and opposite strains is nearly proportional to their difference. A term in ε² in V̄ would cancel between such strains, so this comparison does not test it. The argument does not show, however, whether the lineup depends on how the interface is made.

The displaced-plane argument answers that question for junctions made only by slightly straining one perfect crystal, to first order in strain and with one inversion-symmetric plane per period. Equation (6) contains a property of the unstrained crystal and no property of an interface. An abrupt and a gradual change of strain are different sums of strain waves, but far from the transition both leave the long-wave response D. The price is the restriction to small strain, simple symmetry and an interface without other changes. A foreign layer at the interface can change the lineup, because f₁ need not vanish for the planes beside it. A slightly altered spacing at the interface is one more sum of plane displacements and leaves the lineup unchanged to first order; it can enter only at higher order. In a piezoelectric crystal a stretch along the normal can produce a polarization along it, and the charge then starts at order q ε_q. Fields can cross the regions, and a single step no longer describes the potential. In zinc-blende crystals symmetry allows this for a [111] normal but forbids it for [001].

Equation (6) gives the lineup of the average potential, but the sum in equation (1) does not depend on that choice of reference. Take instead the potential energy R at the ion plane as reference. The bulk term becomes d(E_n − R)/dε and the lineup dR/dε; R cancels in the sum. In the model the valence terms become −4.593 and 1.917 eV, the conduction terms −1.718 and 1.917 eV. The sums are −2.676 and 0.199 eV, as before within rounding. A bulk term and a lineup taken from different sources must therefore use the same reference.

For a strain difference of 1% the lineup in the model amounts to 0.066 eV, more than twice the thermal energy at room temperature. None of the model's numbers should be carried over to a real material: the model has one valley, no shear splitting of the bands, and no exchange or correlation. Doped crystals also break the assumption of no free carriers. Suppose that two thick regions of one semiconductor are uniformly doped n-type to the same density, and neglect the change of the density of states with strain. In equilibrium the Fermi level is common, and far from the interface it lies equally far from the conduction edge on both sides. Band bending by the carriers then cancels the whole conduction step a_cΔε at large distance. Equation (1) still gives the step across the interface itself, provided the screening length of the carriers is much longer than the width of the interface dipole.
